# Full-band impact-ionization rates: zone integration, broadening and grid errors

## 1. The form of the rate

A conduction electron of wavevector \(\mathbf k_1\) and energy \(E_1\) lifts a valence electron across the gap. Two conduction electrons, \(\mathbf p\) and \(\mathbf q\), and a hole at \(\mathbf k_2\) remain. In a crystal of \(N_c\) cells, translational symmetry leaves two of these three wavevectors free:
\[
\mathbf k_2=\mathbf p+\mathbf q-\mathbf k_1\quad\text{modulo a reciprocal lattice vector.}
\]
There are thus \(N_c^2\) ordered pairs \((\mathbf p,\mathbf q)\) for each valence band. Each Bloch function carries \(N_c^{-1/2}\), and a pair interaction between four of them has an element of order \(D/N_c\), where \(D\) is an energy. The squared elements supply \(N_c^{-2}\), which cancels the number of pairs. The golden rule therefore takes the form
\[
W(\mathbf k_1)=\frac{2\pi}{\hbar}\,S,\qquad
S=\Big\langle\!\Big\langle \sum_v w\,\delta(x)\Big\rangle\!\Big\rangle,
\]
\[
x=E_1+E_v(\mathbf k_2)-E_c(\mathbf p)-E_c(\mathbf q).
\]
The double brackets average \(\mathbf p\) and \(\mathbf q\) over the Brillouin zone, \(w\) is a squared energy and \(x\) is the energy mismatch. Since \(\delta(x)\) is an inverse energy, \(S\) is an energy and \(W\) an inverse time, independent of crystal size.

Two things remain: the weight \(w\), with its spin factors, and a controlled evaluation of a six-dimensional integral over a five-dimensional energy surface.

## 2. Model and matrix element

**Bands.** Each site of a simple cubic lattice, of constant \(a\), carries one s and three p orbitals. Write \(\boldsymbol\kappa=\mathbf k a\) and put the energy zero at the valence maximum. The Bloch Hamiltonian is
\[
\begin{aligned}
H_{ss}&=E_g+2t_s\sum_i(1-\cos\kappa_i),\qquad H_{si}=2t_{sp}\sin\kappa_i,\\
H_{ii}&=-2t_\sigma(1-\cos\kappa_i)-2t_\pi\sum_{j\ne i}(1-\cos\kappa_j).
\end{aligned}
\]
The s–p element between ordinary real orbitals is \(2it_{sp}\sin\kappa_i\). Replacing each \(|p_i\rangle\) by \(-i|p_i\rangle\) makes it real and leaves the p block and the site densities unchanged. The eigenvectors \(u\) can then be taken real. There is no spin-orbit coupling.

The highest eigenvalue is at least \(H_{ss}\), by the variational principle, so \(E_c\ge E_g\). On the three-dimensional p subspace all expectation values are at most zero, so the min–max principle gives \(E_v\le0\) for the lower three bands. All positive hoppings are thus compatible with a gap \(E_g\) at \(\Gamma\).

**Interaction.** Electrons interact through their site densities. For \(\mathbf R\neq0\),
\[
V(\mathbf R)=\frac{e^2}{4\pi\epsilon_0\epsilon_r R}\,e^{-R/\lambda},
\]
with a separate on-site value \(V(0)\) and a cutoff beyond six cells along each axis. The cutoff is part of the model. On-site s–p dipoles are omitted.

Insert \(\psi_{\mathbf k}(\mathbf R,b)=N_c^{-1/2}e^{i\mathbf k\cdot\mathbf R}u_b(\mathbf k)\) into the two-body element. The factor \(\tfrac12\) in the interaction cancels against the two ways of naming the particles. Summing over orbitals gives overlaps, and with \(\mathbf R=\mathbf R'+\mathbf d\),
\[
\begin{aligned}
\langle \mathbf p\mathbf q|V|\mathbf k_1\mathbf k_2\rangle
&=\frac{\langle p|k_1\rangle\langle q|vk_2\rangle}{N_c^2}
\sum_{\mathbf d}V(\mathbf d)e^{-i(\mathbf p-\mathbf k_1)\cdot\mathbf d}\\
&\quad\times\sum_{\mathbf R'}e^{i(\mathbf k_1+\mathbf k_2-\mathbf p-\mathbf q)\cdot\mathbf R'} .
\end{aligned}
\]
The last sum is \(N_c\) when momentum is conserved modulo a reciprocal vector and zero otherwise, so umklapp processes are included. The element is \(D/N_c\), with
\[
D=V(\mathbf p-\mathbf k_1)\langle p|k_1\rangle\langle q|vk_2\rangle,\qquad
V(\mathbf Q)=\sum_{\mathbf d}V(\mathbf d)e^{-i\mathbf Q\cdot\mathbf d}.
\]
Exchanging \(\mathbf p\) and \(\mathbf q\) gives the second amplitude,
\[
X=V(\mathbf q-\mathbf k_1)\langle q|k_1\rangle\langle p|vk_2\rangle .
\]
Both are real here, because \(V(\mathbf d)=V(-\mathbf d)\) and the eigenvectors are real.

**Spin.** The valence bands are full and the conduction band holds only the initial electron. Initial and final determinants differ in two orbitals, so the Slater–Condon rule leaves the antisymmetrized two-body element. Let the initial electron have spin up.

- If the valence electron has spin down, the final electrons are distinguishable by spin. Every ordered pair is a separate state with amplitude \(D/N_c\).
- If it has spin up, the amplitude is \((D-X)/N_c\), and exchanging \(\mathbf p\) and \(\mathbf q\) gives the same state. A sum over ordered pairs needs a factor \(\tfrac12\).

The weight is therefore \(D^2+\tfrac12(D-X)^2\). Exchanging the names \(\mathbf p,\mathbf q\) leaves \(\mathbf k_2\) and \(x\) unchanged, so \(D^2\) may be replaced by \(\tfrac12(D^2+X^2)\) under the average:
\[
w=\tfrac12\left[D^2+X^2+(D-X)^2\right]=D^2+X^2-DX .
\]
If \(D=X\) for every pair, equal-spin ionization vanishes and \(w=D^2\), half the value without interference. In general \(|DX|\le\tfrac12(D^2+X^2)\), so interference changes the rate by at most one half of its interference-free value.

This result was tested on a 27-cell crystal. Its Hamiltonian was diagonalized in real space, and the golden-rule sum ran over explicit spin-orbitals without imposed momentum conservation or spin factors. With a 1 eV Gaussian in place of the delta function, it and the zone formula both give \(S=1.29749643\times10^{-4}\) eV.

## 3. From a double zone sum to Fourier transforms

On a finite grid the mismatch takes discrete values, so the delta function must be broadened. Use
\[
\delta_\sigma(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}}
=\frac1\pi\,\mathrm{Re}\int_0^\infty dt\,e^{ixt}e^{-\sigma^2t^2/2}.
\]
Here \(t\) is time divided by \(\hbar\), an inverse energy. The second form is the Fourier transform of a Gaussian, with the negative-time half folded onto the positive half. Averaging gives
\[
S_\sigma=\frac1\pi\,\mathrm{Re}\int_0^\infty dt\,e^{-\sigma^2t^2/2}C(t),\qquad
C(t)=\Big\langle\!\Big\langle\sum_v w\,e^{ixt}\Big\rangle\!\Big\rangle .
\]
One calculated \(C(t)\) serves every \(\sigma\), provided the time window suffices for the smallest.

The exponential separates into factors for \(\mathbf p\), \(\mathbf q\) and \(\mathbf k_2\). The overlaps separate too once their orbital components are written out. Define
\[
\begin{aligned}
f(\mathbf p)&=V(\mathbf p-\mathbf k_1)^2\langle p|k_1\rangle^2e^{-iE_c(\mathbf p)t},\\
g_{bc}(\mathbf q)&=u_b(\mathbf q)u_c(\mathbf q)e^{-iE_c(\mathbf q)t},\\
A_b(\mathbf p)&=V(\mathbf p-\mathbf k_1)\langle p|k_1\rangle u_b(\mathbf p)e^{-iE_c(\mathbf p)t},\\
h_{bc}(\mathbf k_2)&=\sum_v u^v_b(\mathbf k_2)u^v_c(\mathbf k_2)e^{iE_v(\mathbf k_2)t}.
\end{aligned}
\]
Since \(\langle q|vk_2\rangle^2=\sum_{bc}u_b(\mathbf q)u_c(\mathbf q)u^v_bu^v_c\), the \(D^2\) term is \(\sum_{bc}f\,g_{bc}h_{bc}\). The \(X^2\) term has the same average. The product \(DX\) contains \(\langle p|vk_2\rangle\langle q|vk_2\rangle\), giving \(\sum_{bc}A_b(\mathbf p)A_c(\mathbf q)h_{bc}\). On a grid of \(N^3\) points,
\[
C(t)=\frac{e^{iE_1t}}{N^6}\sum_{\mathbf p,\mathbf q}\sum_{bc}
\left[2f(\mathbf p)g_{bc}(\mathbf q)-A_b(\mathbf p)A_c(\mathbf q)\right]h_{bc}(\mathbf k_2).
\]

Let integer vectors \(\mathbf i,\mathbf j\) label the points of \(\mathbf p,\mathbf q\). The hole lies on a grid displaced by \(-\mathbf k_1\), with label \(\mathbf i+\mathbf j\) modulo \(N\); hence \(\mathbf k_1\) itself need not be a grid point. Define
\[
F_{\mathbf m}=\sum_{\mathbf i}f_{\mathbf i}e^{-2\pi i\mathbf m\cdot\mathbf i/N},\qquad
\tilde h_{\mathbf m}=\frac1{N^3}\sum_{\mathbf s}h_{\mathbf s}e^{2\pi i\mathbf m\cdot\mathbf s/N},
\]
and \(G_{\mathbf m}\) like \(F_{\mathbf m}\). Inverting the second relation gives \(h_{\mathbf s}=\sum_{\mathbf m}\tilde h_{\mathbf m}e^{-2\pi i\mathbf m\cdot\mathbf s/N}\). Setting \(\mathbf s=\mathbf i+\mathbf j\) splits the exponential, and
\[
\sum_{\mathbf i,\mathbf j}f_{\mathbf i}g_{\mathbf j}h_{\mathbf i+\mathbf j}
=\sum_{\mathbf m}F_{\mathbf m}G_{\mathbf m}\tilde h_{\mathbf m}.
\]
The work per time falls from order \(N^6\) to order \(N^3\log N\). By symmetry in \(b,c\), there are ten components each of \(g\) and \(h\), four of \(A\) and one of \(f\): 25 transforms per time. At \(N=8\), the result was tested against the explicit pair sum for four broadenings; the largest relative difference is \(4.7\times10^{-9}\).

## 4. Four numerical errors

**Time step.** Because \(C(-t)=C(t)^*\), the trapezoidal rule with step \(\Delta t\) can be extended to all integers \(n\). Poisson summation then gives
\[
\frac{\Delta t}{2\pi}\sum_{n=-\infty}^{\infty}e^{ixn\Delta t}e^{-\sigma^2(n\Delta t)^2/2}
=\sum_{m=-\infty}^{\infty}\delta_\sigma\!\left(x-\frac{2\pi m}{\Delta t}\right).
\]
The terms with \(m\ne0\) are false resonances. They are negligible if the period \(2\pi/\Delta t\) exceeds the largest \(|x|\) by many \(\sigma\).

**Time window.** Stopping at \(t_{\max}\) discards a part suppressed by at least \(e^{-\sigma^2t_{\max}^2/2}\). For \(\sigma t_{\max}=5.5\) this factor is about \(3\times10^{-7}\).

**Momentum grid.** In one dimension, write a periodic integrand as \(\Phi(\kappa)=\sum_R\Phi_Re^{iR\kappa}\). Averaging over \(N\) equally spaced points retains every term whose \(R\) is a multiple of \(N\):
\[
\frac1N\sum_j\Phi(2\pi j/N)=\Phi_0+\sum_{m\ne0}\Phi_{mN}.
\]
The first term is the wanted integral and the rest is the grid error. The same holds along each of the six momentum axes.

The integrand contains \(e^{ixt}\), so its coefficient at \(R\) has the phase \(xt-R\kappa\). A stationary phase requires \(t\,\partial x/\partial\kappa=R\). If \(g\) bounds \(|\partial x/\partial\kappa|\), no such point exists for \(|R|\ge N\) until
\[
t_N=\frac Ng .
\]
The gap makes the conduction projector and \(h_{bc}\) analytic in momentum, so well before \(t_N\) the aliased coefficients are exponentially small in \(N\). Physically, \(t_N\) is the time at which the fastest relative motion spans the periodic box of \(N\) cells. Differentiating at fixed \(\mathbf q\) moves both \(\mathbf p\) and \(\mathbf k_2\), so \(g\) may be taken as the sum of the largest conduction and valence slopes.

The Gaussian suppresses times beyond \(t_N\) when
\[
\frac{\sigma N}{g}\gg1 .
\]
This is a sufficient condition, provided the grid also resolves the eigenvectors and the interaction. It also fixes the order of limits: first \(N\to\infty\) at fixed \(\sigma\), then \(\sigma\to0\). At fixed \(N\), reducing \(\sigma\) without limit resolves isolated levels, and the sum tends to zero unless some pair has \(x=0\).

**Broadening.** Let \(\rho(x)\) be the density of mismatches weighted by \(w\), so that the wanted quantity is \(S=\rho(0)\). If \(\rho\) is smooth on the scale \(\sigma\), expand it under the Gaussian. Odd moments vanish, while \(\langle x^2\rangle=\sigma^2\) and \(\langle x^4\rangle=3\sigma^4\):
\[
S_\sigma=\rho(0)+\frac{\sigma^2}{2}\rho''(0)+\frac{\sigma^4}{8}\rho''''(0)+\cdots .
\]
Two widths remove the quadratic term:
\[
\frac{4S_\sigma-S_{2\sigma}}3=\rho(0)-\frac{\sigma^4}{2}\rho''''(0)+\cdots ,
\]
because the quartic terms combine as \((4-16)/3=-4\) times \(\sigma^4\rho''''/8\).

## 5. Where the expansion fails: threshold

Let \(\Delta\) be the largest mismatch available to a given \(\mathbf k_1\). Ionization requires \(\Delta\ge0\). Suppose the maximum is nondegenerate, with nonzero weight. Near it, \(x=\Delta-Q(\mathbf y)\), where \(Q\) is a positive quadratic form in the six momentum displacements. The volume with \(Q<\epsilon\) scales as \(\epsilon^{6/2}=\epsilon^3\), and its derivative as \(\epsilon^2\). Hence, with a constant \(B\),
\[
\rho(x)=B(\Delta-x)^2\quad(x<\Delta),\qquad W\propto\Delta^2 .
\]
For \(\Delta\gg\sigma\), but still within the quadratic region, averaging gives \(S_\sigma\simeq B(\Delta^2+\sigma^2)\), a relative bias of \((\sigma/\Delta)^2\). At \(\Delta=0\) only half the Gaussian contributes and \(S_\sigma=B\sigma^2/2\), although the true rate is zero. A fixed broadening thus blurs the threshold over an energy of order \(\sigma\). Close to it, \(\sigma\) must be reduced together with \(\Delta\), and the grid refined accordingly.

The assumption of nonzero weight can fail by symmetry, and it does so in this model. Let \(\mathbf k_1\) lie in the plane \(k_z=0\), as X and M do, with the maximum at \(\mathbf p,\mathbf q\) in that plane and the hole in the \(p_z\) band. That band does not mix with s there, so \(\langle q|vk_2\rangle\) and \(\langle p|vk_2\rangle\) vanish at the maximum. The amplitudes are then at most linear in \(\mathbf y\), the weight supplies one more power of \(\epsilon\), and the law becomes \(W\propto\Delta^3\).

A simple bound identifies some forbidden states. From \(E_c\ge E_g\) and \(E_v\le0\),
\[
x\le E_1-2E_g .
\]
If \(E_1<2E_g\), measured from the valence maximum, the rate is zero. The converse need not hold, because momentum conservation may prevent all three final particles from reaching their band edges.

## 6. Worked example

The parameters are round model values: \(E_g=3\) eV, \(t_s=0.7\) eV, \(t_\sigma=0.4\) eV, \(t_\pi=0.1\) eV, \(t_{sp}=0.5\) eV, \(a=\lambda=0.4\) nm, \(\epsilon_r=5\) and \(V(0)=2\) eV. The nearest-neighbour interaction is 0.265 eV. The conduction band extends from 3.0 to 11.4 eV and the valence bands from −2.4 to 0 eV.

The initial state is \(\mathbf k_1=(2\pi/a)(0.45,0.40,0.30)\), at 7.21 eV above the conduction minimum, so \(E_1=10.21\) eV. The mismatch lies between the bounds
\[
10.21-2.4-2(11.4)=-14.99\ \text{eV},\qquad 10.21-2(3)=4.21\ \text{eV}.
\]
A repetition period of 24 eV, or a step of 0.172 fs, puts the nearest false image at least \(24-14.99\simeq9\) eV from resonance. This is over 22 times the largest broadening, 0.4 eV.

**Grid.** The sampled slopes give \(g=2.20\) eV per unit of \(\kappa\). This is close to the uncoupled-band value \(2t_s+2t_\sigma=1.4+0.8\) eV through a compensation: the s–p coupling lowers the largest conduction slope to about 1.39 eV and raises the largest valence slope to about 0.81 eV. A finer sampling gives about 2.21 eV, which would shorten the time below by 0.3%. For \(N=16\), multiplication by \(\hbar=0.658\) eV fs gives
\[
\hbar t_N=0.658\times\frac{16}{2.20}\simeq4.79\ \text{fs}.
\]
The difference between \(C(t)\) at \(N=16\) and \(N=28\), relative to \(C(0)\), stays below \(7\times10^{-8}\) up to half this time. Between \(t_N\) and \(1.6t_N\) it reaches \(5.5\times10^{-4}\). The finer grid's own onset lies later, at \(28/16\) times 4.79 fs, or 8.4 fs. The test is thus consistent with the predicted onset, though it does not locate the loss of accuracy precisely within the range from \(0.5t_N\) to \(1.6t_N\).

To avoid being misled by an accidental crossing at one energy, the error of \(S_\sigma\) was also measured with \(x\) replaced by \(x+\omega\), for detunings \(\omega\) from −1 to 1 eV. Errors below are root-mean-square differences from \(N=28\), relative to the root-mean-square spectrum at \(N=28\).

| \(N\) | \(\sigma=0.4\) eV | \(\sigma=0.15\) eV |
|---|---|---|
| 8 | \(6.0\times10^{-3}\) | \(9.0\times10^{-3}\) |
| 12 | \(1.0\times10^{-4}\) | \(1.6\times10^{-3}\) |
| 16 | \(4.6\times10^{-6}\) | \(1.6\times10^{-4}\) |
| 20 | \(3.8\times10^{-7}\) | \(6.1\times10^{-5}\) |

At \(N=8\) the error depends weakly on \(\sigma\). The cause was not isolated. On finer grids a smaller \(\sigma\) clearly costs accuracy.

The condition \(\sigma N/g\gg1\) is nevertheless cautious. For \(N=16\) and \(\sigma=0.15\) eV the ratio is only 1.1, yet the error is \(1.6\times10^{-4}\). Between \(t_N\) and \(1.6t_N\), the measured difference in \(C(t)\) is itself at most \(5.5\times10^{-4}\) of \(C(0)\). Whether cancellation in the time integral reduces the error further was not tested.

**Broadening.** At \(N=28\) the rates for \(\sigma=0.4,0.3,0.2,0.15\) eV are \(1.9131\), \(1.8264\), \(1.7642\) and \(1.7426\), in units of \(10^{13}\ \mathrm{s^{-1}}\). In the same units, two separate pairs of widths give
\[
\begin{aligned}
\frac{4(1.7642)-1.9131}{3}&=1.7146,\\
\frac{4(1.7426)-1.8264}{3}&=1.7147 .
\end{aligned}
\]
They agree to about \(3\times10^{-5}\), relative to the rate. The unextrapolated rate at 0.4 eV is 12% too high and that at 0.15 eV still 1.6% too high. Here broadening is a much larger error than the momentum grid, and refining the grid at fixed \(\sigma\) would not reveal it. The result for this model is
\[
W=1.715\times10^{13}\ \mathrm{s^{-1}},\qquad W^{-1}=58.3\ \text{fs}.
\]
The time is the mean time to ionization if the electron stays in \(\mathbf k_1\) and has no other decay channel. The corresponding energy width \(\hbar W=0.658/58.3\simeq0.011\) eV is small compared with all the broadenings used. That is consistent with treating the final-state spectrum as smooth over the decay width, though it does not prove that higher orders in the interaction are small.

**Interference.** At \(\sigma=0.2\) eV, omitting \(DX\) raises the rate from \(1.764\times10^{13}\) to \(2.570\times10^{13}\ \mathrm{s^{-1}}\). Their ratio is 0.686: interference removes 31% of the interference-free rate, within the 50% bound of Section 2.

**Other initial states.** With \(N=16\) and \(\sigma=0.3\) eV, the zone points M and R, at 5.6 and 8.4 eV above the conduction minimum, have rates of \(1.47\times10^{12}\) and \(5.71\times10^{13}\ \mathrm{s^{-1}}\). The general point, at 7.21 eV, gives \(1.83\times10^{13}\ \mathrm{s^{-1}}\) at the same settings. These rates retain their broadening bias. Three states at different places in the zone do not establish a law in energy alone.

**A forbidden state.** The point X lies 2.8 eV above the conduction minimum, so \(E_1=5.8\) eV. At least \(6.0-5.8=0.2\) eV is missing. The actual deficit is 0.6 eV: band-edge electrons at \(\Gamma\) require a hole at X, where the highest valence energy is \(-4t_\pi=-0.4\) eV. Moving the electrons off \(\Gamma\) does not help. With \(s=(1-\cos p_xa)+(1-\cos q_xa)\), it costs at least \(2t_ss\), while the valence energy rises by at most \(4t_\pi s\), because \(1-\cos(\alpha+\beta)\le2(1-\cos\alpha)+2(1-\cos\beta)\). The true rate vanishes, yet at \(N=16\) a broadening of 0.4 eV produces \(4.6\times10^8\ \mathrm{s^{-1}}\). At 0.2 eV the false rate on the same grid has fallen to \(1.0\times10^5\ \mathrm{s^{-1}}\). The first of these numbers is within a few percent of its fine-grid value, but the second grows by more than a factor of three on finer grids, so their ratio should not be read as a property of the model; what matters is the collapse by orders of magnitude. On a sufficiently fine grid, such a collapse with \(\sigma\) distinguishes a Gaussian tail from an allowed process, whose rate tends to a nonzero limit.

The value at 0.15 eV, \(5.5\times10^3\ \mathrm{s^{-1}}\), is no longer a pure Gaussian tail. Since \(x\le-0.6\) eV, going from 0.2 to 0.15 eV multiplies every Gaussian by at most
\[
\frac{0.2}{0.15}\exp\!\left[-\frac{0.6^2}{2}\left(\frac1{0.15^2}-\frac1{0.2^2}\right)\right]\simeq0.04,
\]
which allows only about \(4\times10^3\ \mathrm{s^{-1}}\). The excess, and in fact nearly all of the value at 0.15 eV, is the remainder left by the finite time window, where \(\sigma t_{\max}\) is only 5.5. It is negligible for the allowed rates above, but not for a rate that should vanish.

## 7. What the converged number leaves out

Numerical convergence concerns the stated Hamiltonian. Every event transfers at least \(E_g\) to the valence electron, since \(E_c(\mathbf q)-E_v(\mathbf k_2)\ge E_g\). Such energies lie in the range of interband transitions, where the dielectric response depends on frequency. Static screening is therefore an approximation, and a frequency-dependent interaction would change \(D\) and \(X\). The factor \(e^{-R/\lambda}\) is a further model choice: without mobile charge, an insulator reduces the static long-range interaction by its permittivity but does not cut it off exponentially. The calculated rate belongs to the chosen \(\lambda\). Phonon-assisted ionization can open channels that momentum conservation closes here. Finite lifetimes would replace the delta function by a physical line shape, which should not be extrapolated away.

An ionization coefficient per unit length in a device also requires the distribution of electrons over \(\mathbf k_1\) in the applied field. The rate calculated here supplies the loss by ionization in that transport problem; other scattering, and the gain of electrons in the final states, must be added. The numerical output below gives the full set of grids and broadenings.

## Computed values

```
27-cell crystal, real-space sum: 1.29749643e-04 eV
27-cell crystal, zone formula:   1.29749643e-04 eV
gap 3.0 eV; hoppings s 0.7, p-sigma 0.4, p-pi 0.1, s-p 0.5 eV
a 0.4 nm, screening length 0.4 nm, permittivity 5.0, on-site 2.0 eV
nearest-neighbour interaction: 0.2649 eV
conduction band: 3.000 to 11.400 eV
valence bands: -2.400 to -0.000 eV
k1 in units of 2 pi/a: [0.45 0.4  0.3 ]
E1 above conduction minimum: 7.2078 eV
time step 0.1723 fs, number of times 141
N=8: largest relative gap, fast against pair sum: 4.7e-09
rates in 1/s for sigma = [0.4, 0.3, 0.2, 0.15] eV
N= 8: 1.8981e+13  1.8123e+13  1.7553e+13  1.7382e+13
N=12: 1.9127e+13  1.8261e+13  1.7653e+13  1.7450e+13
N=16: 1.9131e+13  1.8264e+13  1.7643e+13  1.7427e+13
N=20: 1.9131e+13  1.8264e+13  1.7642e+13  1.7426e+13
N=28: 1.9131e+13  1.8264e+13  1.7642e+13  1.7426e+13
rms grid error against N=28 over detunings of -1 to 1 eV, same sigmas
N= 8: 5.95e-03  6.00e-03  6.29e-03  9.01e-03
N=12: 1.02e-04  1.98e-04  5.60e-04  1.56e-03
N=16: 4.64e-06  1.32e-05  4.59e-05  1.64e-04
N=20: 3.80e-07  3.85e-06  2.70e-05  6.06e-05
largest pair-energy gradient g: 2.200 eV (per unit of k a)
N=16 onset time: 4.787 fs
C(t) error / C(0): before half onset 6.84e-08, after onset 5.49e-04
extrapolated rate from 0.4 and 0.2 eV:  1.7146e+13 1/s
extrapolated rate from 0.3 and 0.15 eV: 1.7147e+13 1/s
relative difference: 3.37e-05
mean time to ionization: 58.320 fs
N=28, sigma=0.2 eV, interference left out: 2.5701e+13 1/s
ratio with / without interference: 0.6864
M: E1 above minimum 5.600 eV, rate (N=16, sigma=0.3 eV) 1.4666e+12 1/s
R: E1 above minimum 8.400 eV, rate (N=16, sigma=0.3 eV) 5.7059e+13 1/s
X: E1 above minimum 2.800 eV, energy missing at least 0.200 eV
X: false rates (N=16) in 1/s: 4.64e+08  3.47e+07  1.03e+05  5.46e+03
```
